# Coulomb plus short-range scattering and the sign of the s-wave phase shift

Anyone who fits a charged-particle cross section with a short-range phase shift must decide whether the data can tell an attractive short-range force from a repulsive one, and at which angles to look. For a neutral target with s-wave scattering alone, data at one energy cannot if nothing else is known about the force: the cross section is isotropic and contains only $\sin^2\delta_0$. A known range or the energy dependence can add information. For example, a purely repulsive force that vanishes beyond some radius cannot scatter slow particles more strongly than a hard sphere of that radius, and the polarization tail of a real neutral target adds a low-energy term linear in the wave number whose sign is that of the scattering length. With a Coulomb field of known sign the answer changes, because the short-range wave interferes with the Coulomb wave. Using this requires the relative phase of the two amplitudes.

Atomic units are used, with particle mass 1. The particle has wave number $k$ and moves in $\eta k/r+V(r)$, where $V$ is real, central and of short range. The Coulomb parameter $\eta$ is positive for repulsion. Projectile and target are taken as distinguishable and spinless; for identical particles the amplitude would have to be symmetrized. The Schrödinger equation is
$$\nabla^2\psi+\left(k^2-\frac{2\eta k}{r}-2V\right)\psi=0 .$$

Take $V=0$ first and write $\psi_C=Ne^{ikz}g(\xi)$ with $\xi=k(r-z)$. Differentiating the product gives $\nabla^2g+2ik\,\partial_zg-(2\eta k/r)g=0$. Since $|\nabla\xi|^2=2k\xi/r$, $\nabla^2\xi=2k/r$ and $\partial_z\xi=-\xi/r$, multiplication by $r/2k$ leaves
$$\xi g''+(1-i\xi)g'-\eta g=0 .$$
In the variable $t=i\xi$ this is $t\,g_{tt}+(1-t)g_t+i\eta g=0$. It is Kummer's equation $tw_{tt}+(b-t)w_t-aw=0$ with $b=1$, $a=-i\eta$, whose regular solution is $M(a;b;t)=\sum_n (a)_nt^n/[(b)_nn!]$, where $(a)_n=a(a+1)\cdots(a+n-1)$. Hence
$$\psi_C=Ne^{ikz}M(-i\eta;1;i\xi),\qquad N=e^{-\pi\eta/2}\Gamma(1+i\eta).$$

Its form at large distance follows, for positive integer $b$, from
$$M(a;b;t)=\frac{\Gamma(b)}{2\pi i}\oint e^s s^{a-b}(s-t)^{-a}\,ds ,$$
with a contour around $s=0$ and $s=t$. Expanding in $t/s$ and using $\oint e^ss^{-b-n}ds=2\pi i/\Gamma(b+n)$ reproduces the series. For large imaginary $t$, open the contour to the left into one loop around each branch point. Near $s=0$ the slowly varying factor is $(-t)^{-a}$; near $s=t$ it is $t^{a-b}$. The loop integrals are reciprocal gamma functions, so, with each of the two contributions taken to its own leading order in $1/t$,
$$M\to\Gamma(b)\left[\frac{(-t)^{-a}}{\Gamma(b-a)}+\frac{e^t t^{a-b}}{\Gamma(a)}\right],$$
with arguments of $\mp t$ between $-\pi$ and $\pi$.

For $\psi_C$, $(-i\xi)^{i\eta}=e^{\pi\eta/2}e^{i\eta\ln\xi}$, and the first term becomes the distorted incident wave $e^{i(kz+\eta\ln\xi)}$. Its corrections, of relative order $1/\xi$, are of the same order as the second term, but they carry the phase of the incident wave and so do not belong to the outgoing spherical wave. In the second term $(i\xi)^{-i\eta-1}=e^{\pi\eta/2}e^{-i\eta\ln\xi}/(i\xi)$. From $\Gamma(1-i\eta)=-i\eta\,\Gamma(-i\eta)$,
$$\frac{\Gamma(1+i\eta)}{\Gamma(-i\eta)}=-i\eta\,\frac{\Gamma(1+i\eta)}{\Gamma(1-i\eta)}=-i\eta\,e^{2i\sigma_0},\qquad \sigma_l=\arg\Gamma(l+1+i\eta).$$
With $s=\sin(\theta/2)$ from here on, $\xi=2krs^2$, and the second term is
$$-\frac{\eta}{\xi}e^{2i\sigma_0}e^{i(kr-\eta\ln\xi)}=f_C\,\frac{e^{i(kr-\eta\ln 2kr)}}{r},$$
$$f_C=-\frac{\eta}{2ks^2}\exp\left(2i\sigma_0-i\eta\ln s^2\right).$$
This is the Rutherford amplitude. It holds for $\theta\neq0$, since the expansion needs large $\xi$. The phase factor containing the logarithm in the outgoing wave has modulus one and does not affect the flux at leading order in $1/r$, so $d\sigma/d\Omega=|f|^2$ away from the forward direction. The Rutherford value $\eta^2/(4k^2s^4)$ is the same for both signs of $\eta$; the phase of $f_C$ matters once a second amplitude is added.

A central $V$ acts separately on each angular momentum, so $\psi_C$ must be resolved into partial waves. With $\rho=kr$, the regular radial function obeys
$$F_l''+\left[1-\frac{2\eta}{\rho}-\frac{l(l+1)}{\rho^2}\right]F_l=0$$
in the variable $\rho$. Put $F_l=C_l\rho^{l+1}e^{-i\rho}w$. The centrifugal terms cancel and
$$\rho w''+(2l+2-2i\rho)w'-2i(l+1-i\eta)w=0 ,$$
which is Kummer's equation in $t=2i\rho$ with $a=l+1-i\eta$ and $b=2l+2$. The second asymptotic term of $M$ contributes to $F_l$
$$\frac{C_l(2l+1)!\,e^{\pi\eta/2}}{2^{l+1}|\Gamma(l+1+i\eta)|}\,\frac{e^{i\phi_l}}{i},\qquad \phi_l=kr-\eta\ln2kr-\frac{l\pi}{2}+\sigma_l .$$
Here $i^{-l-1}=e^{-il\pi/2}/i$ was used, and $\sigma_l$ comes from $1/\Gamma(l+1-i\eta)$. Since $F_l$ solves a real equation with a real leading coefficient, it is real, and the first term is the complex conjugate of the second. Their sum is $\sin\phi_l$ if
$$C_l=\frac{2^le^{-\pi\eta/2}|\Gamma(l+1+i\eta)|}{(2l+1)!}.$$

The wave $\psi_C$ is regular and axially symmetric, so $\psi_C=(kr)^{-1}\sum_lA_lF_lP_l(\cos\theta)$. To find $A_l$, compare the coefficients of $r^lx^l$, with $x=\cos\theta$. Lower partial waves have too few powers of $x$, and higher ones start at a higher power of $r$. The leading coefficient of $P_l$ is $(2l)!/(2^ll!^2)$, so the right side gives $A_lC_lk^l(2l)!/(2^ll!^2)$. On the left, expand $e^{ikrx}M(-i\eta;1;ikr(1-x))$. The required coefficient, apart from $N$, is
$$(ik)^l\sum_{j=0}^l\frac{(-1)^j(-i\eta)_j}{(l-j)!\,j!^2}
=\frac{(ik)^l}{l!}\sum_{j=0}^l\binom{l}{l-j}\binom{i\eta}{j}.$$
The last sum is the coefficient of $y^l$ in $(1+y)^l(1+y)^{i\eta}$, namely $\binom{l+i\eta}{l}=(1+i\eta)_l/l!$. Since $\Gamma(1+i\eta)(1+i\eta)_l=\Gamma(l+1+i\eta)$, the left side is $e^{-\pi\eta/2}\Gamma(l+1+i\eta)(ik)^l/l!^2$. Solving for $A_l$ gives $(2l+1)i^le^{i\sigma_l}$, and
$$\psi_C=\frac1{kr}\sum_l(2l+1)i^le^{i\sigma_l}F_l(kr)P_l(\cos\theta).$$

Now restore $V$. Let $G_l\to\cos\phi_l$ be the irregular Coulomb function. Outside the range of $V$, the regular solution of the full radial equation can be normalized as
$$u_l=F_l\cos\delta_l+G_l\sin\delta_l\to\sin(\phi_l+\delta_l).$$
This defines $\delta_l$ modulo $\pi$. It is an extra phase relative to a Coulomb wave, not to a free wave. Write $H_l^\pm=G_l\pm iF_l\to e^{\pm i\phi_l}$, so that
$$F_l=\frac{H_l^+-H_l^-}{2i},\qquad u_l=\frac{e^{i\delta_l}H_l^+-e^{-i\delta_l}H_l^-}{2i}.$$
In the full wave, $F_l$ is replaced by $b_lu_l$. The difference $\psi-\psi_C$ must contain no incoming wave, which requires $b_le^{-i\delta_l}=1$. Thus $b_l=e^{i\delta_l}$, and subtraction gives
$$e^{i\delta_l}u_l-F_l=\frac{e^{2i\delta_l}-1}{2i}H_l^+=e^{i\delta_l}\sin\delta_l\,H_l^+ .$$
At large $r$, the factor $e^{-il\pi/2}$ in $H_l^+$ cancels $i^l$, and its $e^{i\sigma_l}$ joins the one already in the expansion. The result is
$$f=f_C+\frac1{2ik}\sum_l(2l+1)e^{2i\sigma_l}\left(e^{2i\delta_l}-1\right)P_l(\cos\theta).$$
One factor $e^{i\sigma_l}$ belongs to the Coulomb wave that reaches the short-range region, the other to the wave that leaves it.

The same sum follows formally from the total phase $\sigma_l+\delta_l$, because
$$e^{2i(\sigma_l+\delta_l)}-1=(e^{2i\sigma_l}-1)+e^{2i\sigma_l}(e^{2i\delta_l}-1).$$
The first bracket belongs to the Coulomb series, which does not converge in the ordinary sense. The closed form of $f_C$ avoids summing it. Multiplied by $(1-\cos\theta)^3$, the series does converge numerically, and it agreed with $f_C$ at three angles.

To connect $\delta_l$ with the force, compare the solutions $u_l$ and $\tilde u_l$ for potentials $V$ and $\tilde V$ at the same $k$. Their radial equations, with primes now denoting $d/dr$, give
$$(u_l\tilde u_l'-u_l'\tilde u_l)'=2(\tilde V-V)u_l\tilde u_l .$$
The bracket vanishes at the origin and tends to $k\sin(\delta_l-\tilde\delta_l)$ at infinity. Choosing $\tilde V=0$ gives
$$\sin\delta_l=-\frac2k\int_0^\infty F_lVu_l\,dr .$$
Choosing instead $V=\lambda W$ and a neighbouring $\lambda$ gives $d\delta_l/d\lambda=-(2/k)\int W u_l^2dr$. If $W$ has one sign, a phase shift followed continuously from $\lambda=0$ therefore has the opposite sign: attraction makes it positive. A cross section sees $\delta_l$ modulo $\pi$, so "sign" below means that of the representative between $-\pi/2$ and $\pi/2$. If a strong potential carries the continuous phase beyond $\pi/2$, that sign no longer reveals the sign of $V$.

The integral for $\sin\delta_l$ also yields the matrix-element form of the amplitude. Let $\psi^+$ be the full wave and $\psi_C^-$ the Coulomb wave with incoming spherical part for the final direction $\hat{\mathbf k}'$. Time reversal gives $(\psi_C^-)^*$ as the outgoing-type Coulomb wave for $-\mathbf k'$, with partial-wave factors $(-i)^le^{i\sigma_l}F_lP_l(\hat{\mathbf k}'\cdot\hat{\mathbf r})$. The angular integral of two Legendre polynomials of equal $l$ is $4\pi P_l(\cos\theta)/(2l+1)$, and that for unequal $l$ is zero. Therefore
$$-\frac1{2\pi}\langle\psi_C^-|V|\psi^+\rangle
=-\frac2{k^2}\sum_l(2l+1)e^{i(2\sigma_l+\delta_l)}P_l\int F_lVu_l\,dr=f-f_C .$$
Here $V$ appears once explicitly and again, without any weak-coupling approximation, inside $\psi^+$.

Suppose next that $\delta_0$ alone is appreciable. Put $L=\eta\ln s^2$. After the common factor $e^{2i\sigma_0}$ is removed, the two amplitudes are $-(\eta/2ks^2)e^{-iL}$ and $e^{i\delta_0}\sin\delta_0/k$. Twice the real part of the first, conjugated, times the second is the interference term, so
$$D\equiv k^2\left(|f|^2-|f_C|^2\right)=\sin^2\delta_0-\frac{\eta}{s^2}\sin\delta_0\cos(\delta_0+L).$$
For small $\delta_0$ the interference is linear in $\delta_0$ unless $\cos L=0$, while the purely short-range term $\sin^2\delta_0$ is quadratic. Reversing $\delta_0$ leaves $\sin^2\delta_0$ unchanged, so only the interference can distinguish the two signs. Since $\cos(\delta_0+L)+\cos(\delta_0-L)=2\cos\delta_0\cos L$,
$$|f|^2_{+\delta_0}-|f|^2_{-\delta_0}=-\frac{\eta}{k^2s^2}\sin2\delta_0\cos(\eta\ln s^2).$$
If $|\delta_0|$ is known, one angle thus fixes the sign unless the right side vanishes. It vanishes for $\eta=0$, for $\sin2\delta_0=0$, and at the blind angles
$$s^2=\exp\left[-\frac{(2n+1)\pi}{2|\eta|}\right],\qquad n=0,1,2,\ldots$$
These accumulate towards the forward direction. At each of them the interference difference changes direction, so equal signs of the two forces do not imply enhancement at every angle.

If $|\delta_0|$ is unknown, one angle is generally not enough to fix the phase. Use $\sin^2\delta_0=(1-\cos2\delta_0)/2$ and $2\sin\delta_0\cos(\delta_0+L)=\sin2\delta_0\cos L-(1-\cos2\delta_0)\sin L$ to write
$$D=\tfrac12\left[A(1-\cos2\delta_0)+B\sin2\delta_0\right],$$
$$A=1+\frac{\eta}{s^2}\sin L,\qquad B=-\frac{\eta}{s^2}\cos L .$$
At a fixed angle, $-A\cos2\delta_0+B\sin2\delta_0$ is proportional to $\cos(2\delta_0-\omega)$, where $\omega$ is the polar angle of the point $(-A,B)$. A second phase $\delta_0'=\omega-\delta_0$ gives the same cross section. Reduced to the interval between $-\pi/2$ and $\pi/2$, it may have either sign; when both phases share a sign, one angle fixes the sign though not the magnitude.

Two angles give two linear equations for $1-\cos2\delta_0$ and $\sin2\delta_0$, solvable when the determinant is nonzero. Such pairs exist near backward scattering. With $q=s^2$, the values at $q=1$ are $A=1$, $B=-\eta$, $dA/dq=\eta^2$ and $dB/dq=\eta$, hence
$$A\frac{dB}{dq}-B\frac{dA}{dq}=\eta(1+\eta^2)\neq0 .$$
The ratio $B/A$ is then strictly monotonic near $q=1$, and for exact data any two different angles close enough to $180^\circ$ determine $\delta_0$ modulo $\pi$. The determinant shrinks as the two angles merge, however, so such a pair amplifies errors. In the numerical case below, with $170^\circ$ and $180^\circ$, lowering the first s-wave cross section by 1% moves the fitted phase from $0.279$ to $-0.65$ rad. Well-separated angles are needed in practice.

The sign of $\eta$ has to be known beforehand. Reversing $\eta$ reverses every $\sigma_l$; reversing all $\delta_l$ as well turns $f$ into $-f^*$ and leaves the cross section unchanged. At $\eta=0$, reversing all $\delta_l$ does the same. The interference thus fixes the short-range sign relative to the Coulomb sign.

For a numerical case, take an electron with $k=1$ bohr$^{-1}$ in an attractive unit Coulomb field, so $\eta=-1$. Let $V=V_0e^{-r^2/a^2}$ with $a=0.25$ bohr. These are model parameters, not those of a particular atom. Solving the radial equation gives $\delta_0=0.2792$ rad for $V_0=-5$ hartree and $-0.2053$ rad for $+5$ hartree. The magnitudes differ because the integral for $\sin\delta_0$ contains $u_0$, which responds to $V$; $F_0$ and $|V|$ are the same in both cases. The p-wave phases are $0.0064$ and $-0.0057$ rad. For both potentials, a three-dimensional integration of the matrix element with the closed Coulomb wave agreed with the phase-shift sum at two angles, to within $10^{-10}$ bohr.

At $180^\circ$, $s^2=1$ and $L=0$. The Coulomb cross section is $0.2500$ bohr$^2$/sr. For $\delta_0=\pm0.2792$, the s-wave result is
$$0.2500+0.0760\pm0.2649=\begin{cases}0.591\\0.061\end{cases}\ \text{bohr}^2/\text{sr}.$$
The three terms are the Coulomb part, $\sin^2\delta_0$ and $\pm\sin|\delta_0|\cos\delta_0$. The two signs differ by nearly a factor of ten. Further forward, with the same $|\delta_0|$, the cross sections in bohr$^2$/sr are:

| Angle | Coulomb | $+\delta_0$ | $-\delta_0$ |
|---:|---:|---:|---:|
| $90^\circ$ | 1.000 | 1.387 | 0.571 |
| $54.25^\circ$ | 5.785 | 5.496 | 5.496 |
| $30^\circ$ | 55.71 | 51.73 | 58.89 |

The middle row is the blind angle with $n=0$, where $s^2=e^{-\pi/2}=0.208$. Both signs lie below the Coulomb value there, because $L=\pi/2$ makes $D=\sin^2\delta_0(1-1/s^2)$ negative. At $30^\circ$, $\cos L$ is negative and the order of the two signs is reversed.

The backward value alone would admit another phase. With $A=B=1$, $\omega=3\pi/4$, and $\omega-0.2792-\pi=-1.0646$ rad. This candidate also gives $0.591$ bohr$^2$/sr at $180^\circ$, although its sign is wrong. At $90^\circ$ it gives $0.135$ instead of $1.387$ bohr$^2$/sr and is excluded. The value at $90^\circ$ alone has its own second candidate, $1.113$ rad, which is also positive.

Now treat the cross sections from all computed partial waves as data for $V_0=-5$ hartree and fit them with an s wave. They are $1.38663$ at $90^\circ$ and $0.59366$ bohr$^2$/sr at $180^\circ$, so $D=0.38663$ and $0.34366$. At $90^\circ$, $s^2=1/2$ gives $A=-0.2779$ and $B=1.5385$. With $X=1-\cos2\delta_0$ and $Y=\sin2\delta_0$, the equations are
$$-0.2779X+1.5385Y=0.77326,\qquad X+Y=0.68732 .$$
They give $Y=0.5309$ and $X=0.1565$, whence
$$\delta_0=\tfrac12\arctan\frac{0.5309}{0.8435}=0.281\ \text{rad}.$$
The input value is $0.279$ rad. For $V_0=+5$ hartree the same procedure returns $-0.2051$ rad, against $-0.2053$ rad. Both signs are recovered. For $V_0=-5$ hartree the fitted sine and cosine have squares summing to $0.993$, not 1, which shows that the s-wave description is incomplete.

The neglected p wave does little harm here for a reason tied to these angles and this $\eta$. At $90^\circ$, $P_1=0$. At $180^\circ$, $\sigma_1-\sigma_0=\arctan\eta=-\pi/4$, so the p-wave amplitude is a quarter cycle out of phase with $f_C$ to first order in $\delta_1$. Its leading contribution comes from interference with the s wave and is $6\delta_1\sin^2\delta_0/k^2=0.0029$ bohr$^2$/sr. The full and s-wave cross sections differ by $0.00275$ bohr$^2$/sr; this difference also contains second-order p-wave terms and a d-wave term, each a few $10^{-4}$ bohr$^2$/sr or less, which partly cancel. At other angles or energies this protection need not hold: for $V_0=+5$ hartree the pair $45^\circ$ and $135^\circ$ misses $\delta_0$ by $0.020$ rad, against $0.0002$ rad for $90^\circ$ and $180^\circ$. A fit should include $\delta_1$ when it matters. The remaining values are in the numerical output below.

## Computed results

```
wave number k = 1.00 1/bohr
kinetic energy = 0.500 hartree
Coulomb parameter eta = -1.00
range a = 0.25 bohr
sigma_0 = 0.30164 rad, sigma_1 = -0.48376 rad
V0 = -5.0 hartree:
  delta_0 = +0.279236 rad
  delta_1 = +0.006391 rad
  delta_2 = +0.000052 rad
  delta_0 recovered from 90 and 180 deg = +0.28085 rad
V0 = +5.0 hartree:
  delta_0 = -0.205254 rad
  delta_1 = -0.005741 rad
  delta_2 = -0.000050 rad
  delta_0 recovered from 90 and 180 deg = -0.20506 rad
Cross sections in bohr^2/sr; s wave only, |delta_0| of V0 = -5:
angle(deg)  Coulomb  +delta_0  -delta_0
   30.00   55.71281   51.72622   58.88867
   54.25    5.78517    5.49570    5.49570
   90.00    1.00000    1.38650    0.57127
  120.00    0.44444    0.83042    0.15293
  180.00    0.25000    0.59091    0.06102
Cross sections in bohr^2/sr; all computed partial waves:
angle(deg)  V0=-5 hartree  V0=+5 hartree
   30.00     51.83008     58.09170
   90.00      1.38663      0.68145
  120.00      0.82827      0.21771
  180.00      0.59366      0.09094
blind angle = 54.251 deg
second candidate from 180 deg alone = -1.06463 rad
s-wave cross section at 180 deg, true = 0.59091 bohr^2/sr
  second candidate = 0.59091 bohr^2/sr
s-wave cross section at 90 deg, true = 1.38650 bohr^2/sr
  second candidate = 0.13504 bohr^2/sr
error, f_C from distant wave = 5.1e-05 bohr
error, f_C from reduced series = 8.0e-12 bohr
error, expansion of Coulomb wave = 2.7e-15
error, radial integral for sin(delta_l) = 3.3e-11
error, 3D matrix element = 7.3e-11 bohr
```
